# Interface Prefactor for Tunnelling through an Abrupt Triangular Oxide Barrier

## Problem

A metal gate injects an electron at normal incidence into an oxide under a strong field. The metal occupies $z<0$. There the potential is flat, the mass is $m_e$, and the electron has kinetic energy $E_k$ and wave number $k=\sqrt{2m_eE_k}/\hbar$. At $z=0$ the oxide conduction-band edge rises abruptly to a height $\varphi$ above the electron energy. For $z>0$ the mass is $m_b$, and the potential energy minus the electron energy is

$$U(z)=\varphi-Fz,\qquad F=q\times(\text{oxide field})>0 .$$

The ramp continues without an anode, so far from the metal there is an outgoing wave and no returning one. The wavefunction $\psi$ and $\psi'/m$ are continuous at $z=0$; the second condition makes the particle flux continuous when the mass changes.

Take $E_k=10$ eV, $\varphi=3$ eV, $m_e=m_0$, $m_b=0.5\,m_0$, where $m_0$ is the free-electron mass, and a field of 8 MV/cm, so that $F=0.80$ eV/nm.

(a) Estimate the transmission $T$ from the decay of the wave.  
(b) Find $T$ exactly within this model.  
(c) Identify what the estimate omits, and decide when it matters.

## First estimate by scaling

The electron can re-emerge classically where $U=0$, at

$$w=\frac{\varphi}{F}=\frac{3.0}{0.80}\ \text{nm}=3.75\ \text{nm}.$$

At the metal surface the amplitude decays at the rate $\kappa_0=\sqrt{2m_b\varphi}/\hbar=6.275$ nm$^{-1}$. The exponent must therefore be of order $\kappa_0w=23.5$. Its numerical factor follows from the local decay rate $\kappa(z)=\kappa_0\sqrt{1-z/w}$. Since $T$ is a ratio of fluxes, the amplitude exponent is doubled:

$$S=2\int_0^w\kappa\,dz=2\kappa_0w\int_0^1\sqrt{1-s}\,ds=\frac43\kappa_0w
=\frac{4\sqrt{2m_b}\,\varphi^{3/2}}{3\hbar F}.$$

Here $S=31.37$, and the bare WKB estimate is

$$T_{\rm bare}=e^{-S}=2.37\times10^{-14}.$$

Scaling also shows what is still undetermined. For a given $\varphi$, the exponent contains neither $k$ nor $m_e$, yet the boundary conditions contain both. A factor depending on how the metal wave joins the oxide wave may therefore multiply the exponential.

## Exact solution

**Airy equation.** In the oxide, $\psi''=(2m_b/\hbar^2)(\varphi-Fz)\psi$. Define

$$\ell=\left(\frac{\hbar^2}{2m_bF}\right)^{1/3},\qquad \xi=\frac{w-z}{\ell},\qquad \xi_0=\frac{w}{\ell}.$$

Because $\varphi-Fz=F\ell\xi$ and $d^2/dz^2=\ell^{-2}d^2/d\xi^2$, the equation becomes

$$\frac{d^2\psi}{d\xi^2}=\frac{2m_bF\ell^3}{\hbar^2}\,\xi\psi=\xi\psi .$$

Its solutions are the Airy functions Ai and Bi. Also $\kappa_0^2=2m_b\varphi/\hbar^2=\varphi/(F\ell^3)$, hence $\kappa_0\ell=\sqrt{\xi_0}$.

**Outgoing wave.** Far beyond the exit point, set $\xi=-x$ and $\theta=\frac23x^{3/2}$. The standard asymptotic forms are

$$\mathrm{Ai}(-x)\simeq\frac{\sin(\theta+\pi/4)}{\sqrt\pi\,x^{1/4}},\qquad
\mathrm{Bi}(-x)\simeq\frac{\cos(\theta+\pi/4)}{\sqrt\pi\,x^{1/4}} .$$

Thus $\mathrm{Bi}+i\,\mathrm{Ai}\propto e^{i(\theta+\pi/4)}$. With time dependence $e^{-iEt/\hbar}$ and $\theta$ increasing with $z$, this wave travels away from the metal. We take $\psi=C(\mathrm{Bi}+i\,\mathrm{Ai})$.

**Transmitted flux.** Since $d/dz=-\ell^{-1}d/d\xi$,

$$j_t=\frac{\hbar}{m_b}\,\mathrm{Im}\left(\psi^*\frac{d\psi}{dz}\right)
=-\frac{\hbar|C|^2}{m_b\ell}\left(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}'\right)
=\frac{\hbar|C|^2}{\pi m_b\ell}.$$

The last step uses the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$. It is constant because its derivative is $\mathrm{Ai}\,\xi\mathrm{Bi}-\xi\mathrm{Ai}\,\mathrm{Bi}=0$; its value expresses the standard normalization.

**Matching.** In the metal, $\psi=Ae^{ikz}+Be^{-ikz}$. From here on, Airy functions without an argument are taken at $\xi_0$. The two conditions at $z=0$ are

$$A+B=C(\mathrm{Bi}+i\mathrm{Ai}),$$

$$\frac{ik}{m_e}(A-B)=-\frac{C}{m_b\ell}(\mathrm{Bi}'+i\mathrm{Ai}').$$

With $\gamma=m_e/(m_bk\ell)$ and $-1/i=i$, the second reads $A-B=i\gamma C(\mathrm{Bi}'+i\mathrm{Ai}')$. Adding it to the first removes the reflected amplitude:

$$\frac{2A}{C}=(\mathrm{Bi}-\gamma\mathrm{Ai}')+i(\mathrm{Ai}+\gamma\mathrm{Bi}').$$

The squared modulus is

$$D=\left|\frac{2A}{C}\right|^2=\mathrm{Ai}^2+\mathrm{Bi}^2+\gamma^2(\mathrm{Ai}'^2+\mathrm{Bi}'^2)+\frac{2\gamma}{\pi},$$

where the cross terms $2\gamma(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Bi}\,\mathrm{Ai}')$ gave $2\gamma/\pi$. The incident flux is $\hbar k|A|^2/m_e$, so

$$T=\frac{\hbar|C|^2/(\pi m_b\ell)}{\hbar k|A|^2/m_e}=\frac{\gamma}{\pi}\left|\frac CA\right|^2,$$

and, since $|C/A|^2=4/D$,

$$\boxed{T=\frac{4\gamma/\pi}{\mathrm{Ai}^2+\mathrm{Bi}^2+\gamma^2(\mathrm{Ai}'^2+\mathrm{Bi}'^2)+2\gamma/\pi}}$$

This respects $T\le1$. Write $M^2=\mathrm{Ai}^2+\mathrm{Bi}^2$ and $N^2=\mathrm{Ai}'^2+\mathrm{Bi}'^2$. Then $M^2N^2=(\mathrm{Ai}\mathrm{Ai}'+\mathrm{Bi}\mathrm{Bi}')^2+1/\pi^2$, so $MN\ge1/\pi$. Hence $M^2+\gamma^2N^2\ge2\gamma MN\ge2\gamma/\pi$, and the denominator is at least $4\gamma/\pi$.

**Numbers.** The example has $\ell=0.4567$ nm, $\xi_0=3.750/0.4567=8.211$ and $k=16.20$ nm$^{-1}$. Therefore $\gamma=2/(16.20\times0.4567)=0.2703$, and the exact formula gives

$$T=4.587\times10^{-14}.$$

Direct numerical integration of the Schrödinger equation, without Airy functions, gives the same value to these digits.

## Comparison

**Thick-barrier limit.** Let $\zeta=\frac23\xi_0^{3/2}=S/2$. To find the growing solution for large $\xi$, put $f=\xi^{-1/4}e^{2\xi^{3/2}/3}$. Then $f'=f[\sqrt\xi-1/(4\xi)]$, and one more derivative gives $f''=f[\xi+5/(16\xi^2)]$. Thus $f$ nearly solves the Airy equation. Writing the solution as $fu$, the leading balance for the slowly varying $u$ is

$$2\sqrt\xi\,u'=-\frac{5}{16\xi^2}\quad\Rightarrow\quad u=1+\frac{5}{48\xi^{3/2}}=1+\frac{5}{72\zeta}.$$

The logarithmic derivative is $\sqrt\xi\,[1-1/(6\zeta)]$ to the same order. With the standard normalization,

$$\mathrm{Bi}\simeq\frac{e^\zeta}{\sqrt\pi\,\xi_0^{1/4}}\left(1+\frac5{72\zeta}\right),\qquad
\mathrm{Bi}'\simeq\frac{\xi_0^{1/4}e^\zeta}{\sqrt\pi}\left(1-\frac7{72\zeta}\right).$$

The terms in $D$ without Bi or Bi$'$ squared are exponentially smaller. Define

$$r=\gamma\sqrt{\xi_0}=\frac{m_e}{m_bk\ell}\,\kappa_0\ell=\frac{\hbar\kappa_0/m_b}{\hbar k/m_e}.$$

Substitution into the boxed formula gives

$$T\simeq\frac{4r\,e^{-2\zeta}}{1+r^2+(5-7r^2)/(36\zeta)} .$$

At leading order,

$$\boxed{T\simeq P\,e^{-S},\qquad P=\frac{4r}{1+r^2}}$$

Here $r=2\times6.275/16.20=0.7746$ and $P=3.098/1.600=1.936$. The product $P e^{-S}=4.59\times10^{-14}$ exceeds the exact result by about 0.1% of that result. The first correction accounts for most of this: $(5-7r^2)/[36\zeta(1+r^2)]=0.0009$.

**Meaning of the factor.** The bare exponential describes decay inside the oxide and says nothing about the amplitude at its entrance. From $\psi(0)=C(\mathrm{Bi}+i\mathrm{Ai})$ the leading interface density is

$$\left|\frac{\psi(0)}A\right|^2=\frac{4M^2}{D}\simeq\frac4{1+r^2}=2.50 ;$$

numerical integration gives 2.52. In the same limit $|\psi(0)|^2\simeq|C|^2e^{2\zeta}/(\pi\sqrt{\xi_0})$, so

$$j_t\simeq|\psi(0)|^2\,\frac{\hbar\kappa_0}{m_b}\,e^{-S}.$$

Dividing by the incident flux gives $P=r\times4/(1+r^2)$: a velocity ratio times an interface density. The quantity $\hbar\kappa_0/m_b$ has the units of velocity but is not the speed of a particle under the barrier.

The size of this factor, measured against the WKB exponential, depends on how abrupt the edge is. For equal masses $0.5\,m_0$ and $F=0.2$ eV/nm, the step was replaced by

$$U(z)=\frac{\varphi+E_k}{1+e^{-2z/a}}-E_k-\frac{Fa}{2}\ln(1+e^{2z/a}),\quad a=2\ \text{nm}.$$

The numerical transmission divided by this profile's own WKB exponential was 0.998. The abrupt barrier with the same masses, energies and force gave 1.684. Smooth grading thus removes the matching factor in this case. Much narrower grading has nearly the same effect: the ratio is already 1.03 for $a=0.1$ nm and 1.14 for $a=0.05$ nm. This does not mean that grading lowers the transmission. Grading also cuts away part of the barrier near the metal, so the profile's own exponential grows: the transmission is 2.0 times that of the abrupt edge for $a=0.1$ nm and 1.2 times for $a=0.05$ nm. What changes is the division of $T$ into an exponential and a prefactor. The masses matter too. With the masses and field of the worked example, the ratio at $a=0.1$ nm is 1.38 if the mass changes abruptly at $z=0$, and 1.18 if it follows the same smooth step as the potential. These tests are for $E_k=10$ eV; a slower emitter keeps more of the factor. With equal masses, $F=0.8$ eV/nm and $E_k=1$ eV, the ratio falls from 1.75 at an abrupt edge only to 1.49 at $a=0.1$ nm and 1.30 at $a=0.2$ nm. In the cases shown, the full factor $P$ belongs to an edge that is sharp on a scale below an atomic spacing, where the effective-mass description is itself uncertain.

**Slow and fast emitters.** Since $(1-r)^2\ge0$, $P\le2$, with equality at $r=1$. For a slow emitter $r\gg1$ and $P\simeq4/r\propto\sqrt{E_k}$; for a fast one $r\ll1$ and $P\simeq4r$. Either mismatch suppresses transmission. With $\varphi$, $F$ and both masses held fixed:

| $E_k$ (eV) | $P$ | exact $T/e^{-S}$ |
|---:|---:|---:|
| 0.1 | 0.508 | 0.514 |
| 1 | 1.400 | 1.413 |
| 6 | 2.000 | 2.004 |
| 10 | 1.936 | 1.935 |

The bare formula can therefore err in either direction. The value 2.004 does not contradict $P\le2$, because that bound applies to the leading prefactor; at $r=1$ the next correction is positive. The asymptotic formula loses accuracy as $\zeta$ falls: with the other inputs of the example fixed, it is 4% too high at $\varphi=1$ eV ($\zeta=3.0$) and 22% too high at $\varphi=0.5$ eV ($\zeta=1.1$). As $\varphi\to0$ it gives $P\to0$, whereas the exact transmission remains finite.

**Effect on an inferred barrier.** At fixed $E_k$ and $\varphi$, $P$ is independent of field. The exact ratio $T/e^{-S}$ changes only from 1.936 to 1.934 between 4 and 12 MV/cm (the upper end exceeds a realistic breakdown field and only tests the formula), so the prefactor hardly affects the slope of $\ln T$ against $1/F$. It does affect a barrier inferred from the magnitude of $T$. Because $dS/d\varphi=2\kappa_0/F=15.7$ eV$^{-1}$, ignoring $P$ lowers the inferred height by about

$$\frac{\ln P}{2\kappa_0/F}=\frac{0.661}{15.7}\ \text{eV}=0.042\ \text{eV}.$$

**Relation to a real gate.** The parameters are roughly those of an aluminium gate on silicon dioxide. Screening makes a flat potential reasonable in the metal; it is much less secure in a semiconductor emitter, where the field penetrates. The chosen field is high, at 80% of a rough breakdown field of 10 MV/cm. Two of the omitted effects change the exponent. Image-force lowering multiplies the WKB exponential by about 17 for a relative permittivity of 2.1, or 5 for 3.9. It also rounds the edge, which lowers the matching factor to about 1.45 or 1.65, so the transmission itself rises by about 13 or 4.5. These values put the image plane and the mass step at $z=0$ and cut the diverging potential off at the metal band bottom. They are sensitive to that choice: with the image plane 0.1 nm inside the metal, the transmission rises only by about 6 or 2.6. Without the image force, replacing $U$ in $\kappa^2$ by $U(1-U/E_g)$, with a rough gap $E_g=9$ eV and the same band-edge mass, multiplies the WKB exponential by about 29. These separate estimates exceed the matching factor, so $4.6\times10^{-14}$ is a model result, not a leakage prediction. A barrier and mass fitted with the simple triangle may already absorb part of such effects.

A finite oxide also has an anode. Between identical metals, at fixed field and incident energy, coherent reflection changes $T$ by a factor of 0.86 at 8 nm and between 0.59 and 1.65 over 7 to 9 nm. Matching the anode velocity to that in the oxide brings the 8 nm factor to 1.01. If the oxide is thinner than $w=3.75$ nm at this field, the barrier is trapezoidal and the present formula does not apply.

A current requires a sum over electrons. For normal incidence, with the Fermi level at the electron energy of the example, thermal occupation multiplies the energy-integrated transmission by 1.33 at 300 K and 1.70 at 400 K, relative to zero temperature. In-plane motion matters too: its wave vector is conserved, so 0.025 eV in the metal becomes 0.050 eV in the lighter-mass oxide. At fixed total energy the normal barrier rises to 3.05 eV, and that electron's transmission falls to 0.46 of its normal-incidence value. Traps, phonons and roughness are not included.

## Numbers as computed

```
emitter kinetic energy: 10.0 eV
barrier above electron energy: 3.0 eV
emitter mass, oxide mass: 1.0, 0.5 free masses
oxide field: 8.0 MV/cm
force on electron: 0.80 eV/nm
oxide thickness: 8.0 nm
classical exit point: 3.750 nm
Airy length ell: 0.4567 nm
Airy argument xi: 8.2113
emitter wave number k: 16.201 1/nm
initial decay constant kappa: 6.275 1/nm
matching parameter gamma: 0.2703
velocity ratio r: 0.7746
matching prefactor P: 1.9365
bare exponent 2*zeta: 31.373
bare WKB exponential: 2.3710e-14
P times bare exponential: 4.5915e-14
exact Airy transmission: 4.5870e-14
direct-integration transmission: 4.5870e-14
exact / bare: 1.9346
exact / (P times bare): 0.99903
largest relative error, three ODE tests: 4.9e-08
interface density, numerical: 2.5205
interface density, 4/(1+r^2): 2.5000
barrier error from bare formula: 0.0422 eV
field 4 MV/cm, exact / bare: 1.9356
field 8 MV/cm, exact / bare: 1.9346
field 12 MV/cm, exact / bare: 1.9335
emitter 0.1 eV: P 0.5079, exact / bare 0.5143
emitter 1.0 eV: P 1.3997, exact / bare 1.4133
emitter 6.0 eV: P 2.0000, exact / bare 2.0035
emitter 10.0 eV: P 1.9365, exact / bare 1.9346
grading test, width 2.0 nm, force 0.2 eV/nm
equal masses, graded exact / WKB: 0.9984
equal masses, abrupt exact / WKB: 1.6836
finite / semi-infinite T at 8 nm: 0.863
same ratio range, 7 to 9 nm: 0.590 to 1.604
same ratio, velocity-matched anode: 1.009
image factor, permittivity 2.1: 17.49
image factor, permittivity 3.9: 5.25
two-band factor, rough gap 9 eV: 28.60
thermal factor at 300 K: 1.330
thermal factor at 400 K: 1.696
in-plane energy used: 0.025 eV
in-plane transmission factor: 0.456
rough breakdown field: 10 MV/cm
field / rough breakdown field: 0.80
oxide voltage: 6.40 V
```
